\section*{Why Ferroelectric Inverse Susceptibility Has Two Slopes Differing by Two, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: the curvature of the free energy}

\subsection{What symmetry and scaling fix}

A uniaxial ferroelectric above its transition has a symmetry operation that reverses its polar axis. The operation changes the sign of both the polarization $P$ and the electric field $E$ along that axis. The field needed to hold a polarization $P$ is therefore an odd function of $P$. If it can be expanded about $P=0$, its first two terms are
\begin{equation}
E=aP+bP^3 .
\label{eq:state}
\end{equation}
Here $a$ depends on temperature $T$ and passes through zero at the transition temperature $T_0$, while $b$ is positive. Near $T_0$ we write $a=a_0(T-T_0)$ with $a_0>0$.

The response to a small additional field is governed by the dielectric stiffness
\begin{equation}
\kappa=\left(\frac{\partial E}{\partial P}\right)_T ,
\end{equation}
evaluated in the stable state at $E=0$. Much of its form follows from a change of units. Multiply every polarization by $\lambda$ and every field by $\mu$. Equation~\eqref{eq:state} keeps its form if
\begin{equation}
a\to\frac{\mu}{\lambda}\,a,\qquad b\to\frac{\mu}{\lambda^3}\,b,
\end{equation}
and the stiffness, a field divided by a polarization, changes as $\kappa\to(\mu/\lambda)\kappa$. At zero field $\kappa$ can depend on $a$ and $b$ alone. On either side of $T_0$ we try $\kappa=N|a|^m b^n$ with $N$ a pure number. Matching the powers of $\mu$ and of $\lambda$ gives
\begin{equation}
m+n=1,\qquad m+3n=1 .
\end{equation}
Subtracting the first equation from the second gives $2n=0$, hence $n=0$ and $m=1$. No dimensionless combination of $|a|$ and $b$ exists that could multiply this result by an unknown function, because the conditions $m+n=0$ and $m+3n=0$ have the single solution $m=n=0$. Therefore
\begin{equation}
\kappa=
\begin{cases}
N_+\,a_0(T-T_0), & T>T_0,\\
N_-\,a_0(T_0-T), & T<T_0 .
\end{cases}
\label{eq:scaling}
\end{equation}
The stiffness is linear in the distance from $T_0$ on both sides, and the quartic coefficient drops out. What remains is to find two numbers. They are $N_+=1$ and $N_-=2$.

\subsection{Free energy and conventions}

Let $f(P,T)$ be the Helmholtz free energy per unit volume, whose natural variables are polarization and temperature. Its differential is
\begin{equation}
df=-s\,dT+E\,dP,
\label{eq:df}
\end{equation}
where $s$ is the entropy density. The expansion used here is
\begin{equation}
f=f_0(T)+\frac a2P^2+\frac b4P^4+\frac c6P^6 .
\label{eq:f}
\end{equation}
The sixth-order coefficient $c$ is set to zero at first and restored below. Differentiating at fixed temperature returns $E=aP+bP^3+cP^5$.

The field $E$ is the macroscopic field inside the crystal. The crystal is a single domain, its surface charge is screened by electrodes, and no stress acts on it. The measurement is slow enough for the temperature to remain fixed. The susceptibility $\chi$ is defined by $dP=\varepsilon_0\chi\,dE$, so that
\begin{equation}
\frac1\chi=\varepsilon_0\kappa .
\label{eq:chidef}
\end{equation}
SI units are kept because the example concerns a device material. The Curie constant is $C=1/(\varepsilon_0a_0)$ and has the unit kelvin.

\subsection{The stable states}

When a field is imposed, the equilibrium polarization minimizes $F=f-EP$. At $E=0$ and $c=0$ the condition for a stationary point is
\begin{equation}
aP+bP^3=P\,(a+bP^2)=0 .
\label{eq:stationary}
\end{equation}
One solution is $P=0$. The others satisfy $P^2=-a/b$ and are real when $a\le0$, since $b>0$.

Above $T_0$ the coefficient $a$ is positive. Then $P=0$ is the one real solution, and both polarization-dependent terms in $f$ are non-negative, so it is the minimum. Below $T_0$ the curvature of $f$ at $P=0$ equals $a<0$, which makes that point a maximum. The stable polarization is $\pm P_s$, with
\begin{equation}
P_s^2=\frac{a_0x}{b},\qquad x=T_0-T .
\label{eq:Ps}
\end{equation}
Its free energy relative to $P=0$ is
\begin{equation}
\frac a2P_s^2+\frac b4P_s^4
=-\frac{a^2}{2b}+\frac{a^2}{4b}
=-\frac{a^2}{4b}<0 .
\end{equation}
The polarization grows continuously from zero as the crystal is cooled, which makes the transition second-order.

\subsection{The two slopes}

Differentiate equation~\eqref{eq:state} once more:
\begin{equation}
\kappa=a+3bP^2 .
\label{eq:kappa}
\end{equation}
Above $T_0$ we insert $P=0$ and obtain
\begin{equation}
\kappa_+=a_0(T-T_0),\qquad
\frac1{\chi_+}=\frac{T-T_0}{C}.
\label{eq:upper}
\end{equation}
Below $T_0$ the spontaneous polarization satisfies $bP_s^2=-a$. Hence
\begin{equation}
\kappa_-=a+3(-a)=-2a=2a_0(T_0-T),\qquad
\frac1{\chi_-}=\frac{2(T_0-T)}{C}.
\label{eq:lower}
\end{equation}
The temperature derivatives are
\begin{equation}
\frac{d}{dT}\frac1{\chi_+}=\frac1C,\qquad
\frac{d}{dT}\frac1{\chi_-}=-\frac2C .
\label{eq:slopes}
\end{equation}
Their signed ratio is $-2$. The minus sign records that the crystal softens towards $T_0$ from both sides, and the magnitude says that it stiffens twice as fast on cooling away from $T_0$ as on heating away from it.

The number two is a difference between three and one. In units of $|a|$, the quadratic term contributes $-1$ to the stiffness below $T_0$, because it still favours a larger polarization. The quartic term contributes $+3$. The same quartic term supplies a restoring field $bP_s^3$ that balances the destabilizing field $|a|P_s$. A cubic force has a derivative three times its ratio of force to displacement, and this produces the three.

The coefficient $b$ may itself depend on temperature. Equation~\eqref{eq:lower} uses its value at the temperature concerned and then cancels it, so the result $\kappa_-=-2a$ holds at each temperature where $b>0$ and $c=0$. The derivative of $b$ never enters.

Nor does the relation $\kappa_-=-2a$ require $a$ to be linear in temperature. If $a(T)$ is smooth and curved, the slopes vary with distance from $T_0$, but as $T\to T_0$ from the two sides they still tend to $a'(T_0)$ and $-2a'(T_0)$.

\subsection{What a sixth-order term changes}

Further from $T_0$ the polarization is larger and higher powers matter. With $c>0$, let $p=P_s^2$. The equilibrium condition below $T_0$, after division by $P_s$, is
\begin{equation}
a_0x=bp+cp^2 .
\label{eq:sextic}
\end{equation}
The stiffness is the derivative of $aP+bP^3+cP^5$:
\begin{equation}
\kappa_-=-a_0x+3bp+5cp^2=2bp+4cp^2,
\label{eq:sextickappa}
\end{equation}
where equation~\eqref{eq:sextic} has replaced $a_0x$. Scaling now permits one dimensionless combination of the coefficients, and it is convenient to define
\begin{equation}
y=\frac{c\,a_0x}{b^2},\qquad u=\frac{cp}{b}.
\end{equation}
Multiplying equation~\eqref{eq:sextic} by $c/b^2$ gives $u+u^2=y$. The positive root is $u=\tfrac12(\sqrt{1+4y}-1)$. Equation~\eqref{eq:sextickappa} becomes
\begin{align}
\kappa_-&=\frac{b^2}{c}(2u+4u^2)
=\frac{b^2}{c}(4y-2u)\nonumber\\
&=\frac{b^2}{c}\left(4y+1-\sqrt{1+4y}\right).
\label{eq:cross}
\end{align}
The second equality uses $u^2=y-u$. For small $y$ the square root is $1+2y-2y^2+4y^3-\cdots$, so
\begin{equation}
\kappa_-=2a_0x\left(1+y-2y^2+\cdots\right).
\label{eq:expand}
\end{equation}
The slope at $T_0$ is unchanged, because $y$ vanishes there.

If $b$ tends to zero at fixed $x$, then $y$ tends to infinity. The term $4y$ in equation~\eqref{eq:cross} dominates and $\kappa_-=4a_0x$. The case $b=0$, $c>0$ is a tricritical transition. Its polarization also grows continuously from zero, yet its slope ratio is $-4$. Continuity of the transition is thus too weak a condition for the factor two; the quartic coefficient must be positive at $T_0$. If $b(T_0)$ is negative, a polarized state has lower free energy than $P=0$ already at $T_0$, so the transition has become discontinuous and lies outside the present result.

\subsection{A numerical case}

The example uses rough values in the regime of lithium tantalate, a crystal used in electro-optic modulators: $T_0=890$~K, $C=1.5\times10^5$~K, and a polarization of $50~\mu\mathrm{C/cm^2}$ at 300~K. The Curie constant fixes
\begin{equation}
a_0=\frac1{\varepsilon_0C}
=7.53\times10^5~\mathrm{J\,m\,C^{-2}\,K^{-1}} .
\end{equation}
Equation~\eqref{eq:Ps}, applied at 300~K where $x=590$~K and $P_s=0.50~\mathrm{C/m^2}$, then fixes
\begin{equation}
b=\frac{(7.53\times10^5)(590)}{(0.50)^2}
=1.78\times10^9~\mathrm{J\,m^5\,C^{-4}} .
\end{equation}
This is a way of choosing a plausible $b$, and the ideal slope ratio does not depend on it. The sizes of the corrections found later do. The square-root law is stretched here over 590~K, whereas a real polarization saturates on cooling, so the value of $b$ near $T_0$ may well be half as large. Halving $b$ raises $P_s$ and the Pockels coefficient near $T_0$ by $\sqrt2$ and doubles the thermal and elastic corrections, turning the factors 2.08, 2.23 and 2.31 found below into 2.16, 2.45 and 2.61.

At 10~K above $T_0$,
\begin{equation}
\frac1{\chi_+}=\frac{10}{1.5\times10^5}=6.67\times10^{-5},
\qquad \chi_+=15\,000 .
\end{equation}
At 10~K below,
\begin{equation}
\frac1{\chi_-}=\frac{2\times10}{1.5\times10^5}=1.33\times10^{-4},
\qquad \chi_-=7500 .
\end{equation}
The spontaneous polarization there is $50\sqrt{10/590}=6.5~\mu\mathrm{C/cm^2}$.

The slopes were also tested without the curvature formula. Equation~\eqref{eq:state} was solved numerically for $P$ at fields of $\pm10$~V/m, at ten temperatures from 2 to 20~K on each side of $T_0$, and the change of polarization was divided into the change of field. Straight-line fits gave $6.667\times10^{-6}$ and $-1.333\times10^{-5}~\mathrm{K^{-1}}$, with ratio $-2.000$. The ratio stayed the same when $b$ was made to vary by 1\% of its value at $T_0$ per kelvin. With $b=0$ and a positive $c$, the stiffness 10~K below $T_0$ was 4.000 times that 10~K above.

To size a possible sixth-order effect, suppose that the fifth-power and cubic fields are equal at $P_r=50~\mu\mathrm{C/cm^2}$. This means $c=b/P_r^2$, and since $bP_r^2=a_0(590~\mathrm K)$,
\begin{equation}
y=\frac{a_0x}{bP_r^2}=\frac{x}{590~\mathrm K}.
\end{equation}
By equation~\eqref{eq:expand}, the stiffness 10~K below $T_0$ would rise by about 1.6\% of its quartic value. A straight line fitted from 2 to 20~K gives a slope ratio of $-2.07$. These figures keep $b$ at its quartic value, so that with $c$ added the model gives only $39~\mu\mathrm{C/cm^2}$ at 300~K. Restoring $50~\mu\mathrm{C/cm^2}$ halves both $b$ and $c$ and doubles $y$; the rise is then 3.2\% and the fitted ratio $-2.13$. A fit over a finite interval can therefore depart from two although the limit at $T_0$ does not.

\subsection{Background and probe field}

The measured susceptibility also contains a part $\chi_b$ from ionic and electronic displacements that do not soften at $T_0$. Adding it gives
\begin{equation}
\frac1{\chi+\chi_b}=\frac1\chi\,\frac1{1+\chi_b/\chi}
\simeq\frac1\chi-\frac{\chi_b}{\chi^2}.
\end{equation}
The correction is quadratic in the distance from $T_0$ and leaves the limiting slopes alone. For $\chi_b=40$, a generous value because it equals the whole susceptibility of the real crystal near room temperature, the ratio of inverse susceptibilities 10~K from $T_0$ is
\begin{equation}
\frac{15\,000+40}{7500+40}=1.995 .
\end{equation}

The probe field must also be small. Above $T_0$, iteration of equation~\eqref{eq:state} gives $P=E/a-bE^3/a^4+\cdots$, so $P/E$ falls by the fraction $bE^2/a^3$. At 10~K above $T_0$ and $E=0.010$~kV/cm this is $4\times10^{-6}$. Below $T_0$ the natural scale is the ideal coercive field $E_c$, the largest opposing field that the polarized state withstands in this uniform model. The opposing field is $a_0xP-bP^3$, which has its maximum where $a_0x=3bP^2$, or $P=P_s/\sqrt3$. Thus
\begin{equation}
E_c=a_0x\frac{P_s}{\sqrt3}\left(1-\frac13\right)
=\frac{2a_0xP_s}{3\sqrt3}.
\end{equation}
At 10~K below $T_0$ it is 1.9~kV/cm, nearly two hundred times the probe field. The error here is of first order in the field: a steady field $E$ along $P_s$ raises the stiffness by the fraction $6bP_sE/\kappa_-^2$, which is 0.3\% at 0.010~kV/cm. This term cancels when the probe swings symmetrically about zero.

\section{Second derivation: entropy and the zero-field line}

\subsection{Symbols and results carried over}

The polarization is $P$, the internal field is $E$, and $x=T_0-T$ is the distance below the transition. The stiffness is $\kappa=(\partial E/\partial P)_T$, and the inverse susceptibility is $1/\chi=\varepsilon_0\kappa$. The first derivation started from $E=a_0(T-T_0)P+bP^3$ with $a_0,b>0$. It gave $P_s^2=a_0x/b$, with $\kappa_+=a_0(T-T_0)$ above $T_0$ and $\kappa_-=2a_0x$ below. For the example, $T_0=890$~K, $a_0=7.53\times10^5~\mathrm{J\,m\,C^{-2}\,K^{-1}}$ and $b=1.78\times10^9~\mathrm{J\,m^5\,C^{-4}}$.

The second derivation does not differentiate a polynomial at its minimum. It takes the entropy and the growth of the spontaneous polarization as its inputs.

The curvature of the free energy has shown that, for a positive quartic coefficient, the inverse susceptibility at the transition is twice as steep below $T_0$ as above it. It remains to obtain the same factor from the entropy and the growth of the spontaneous polarization, and to see how trapped heat, clamped strain and fluctuations alter it.

Numerical values quoted here were computed with a short program.
